# Linear-Response and State-Specific Continuum Solvation Compute Different Shifts

A molecule in a liquid absorbs a photon. The solvent nuclei do not move during the transition, but the solvent electrons respond at optical frequencies, and their response changes the excitation energy. The polarizable continuum model (PCM) has two recipes for this fast contribution. The state-specific (SS) recipe computes ground and excited state separately, each with a fast polarization adapted to its own charge distribution, and subtracts. The linear-response (LR) recipe adds the reaction field to the time-dependent equations of the ground state and reads the excitation energy from a pole.

The belief is that these are two approximations to one quantity, so that their difference measures a numerical or methodological error. It tempts for good reasons. Both recipes use the same cavity, the same optical permittivity $\varepsilon_\infty$ and the same ground-state reaction field. Both corrections are negative, have the form "response factor times a squared moment", and vanish as $\varepsilon_\infty\to1$. For an exact treatment of an isolated molecule, poles of the response function and differences of state energies are the same numbers. That last fact rests on a linear Hamiltonian, and a reaction field that depends on the solute state makes the effective Hamiltonian nonlinear. A model in which the fast polarization is itself quantized restores linearity and shows what each recipe keeps. Hartree atomic units, fixed solute nuclei and a linear dielectric are assumed throughout.

## The reaction field as a set of modes

Take a spherical cavity of radius $a$ in a medium of permittivity $\varepsilon$, with all solute charge inside. Let $C_{lm}$ be real spherical harmonics normalized so that $\sum_m C_{lm}(\hat r)C_{lm}(\hat r')=P_l(\cos\gamma)$, and let $M_{lm}=\int\rho\,r^lC_{lm}\,d^3r$. The expansion $1/|\mathbf r-\mathbf r'|=\sum_l r'^l r^{-l-1}P_l$ gives the solute potential $M_{lm}C_{lm}/r^{l+1}$ beyond the charge. Laplace's equation allows the radial parts $M/r^{l+1}+Ar^l$ inside and $B/r^{l+1}$ outside. Continuity of the potential gives $B=M+Aa^{2l+1}$. Continuity of the normal displacement, multiplied by $a^{l+2}$, gives
$$-(l+1)M+lAa^{2l+1}=-\varepsilon(l+1)\,(M+Aa^{2l+1}).$$
Collecting the terms in $A$ yields $A=-f_lM$ with
$$f_l=\frac{(l+1)(\varepsilon-1)}{[(l+1)\varepsilon+l]\,a^{2l+1}}.$$
A charge distribution with moments $M'_{lm}$ interacts with this reaction potential with energy $-\sum_{lm}f_lM_{lm}M'_{lm}$. Each index $k=(l,m)$ is thus an independent channel with a field $F_k=f_kM_k$ and a coupling $-F_k\hat M_k$. The matrix element $M^k_{01}$ is a moment of the transition density, and $\Delta M^k=M^k_{11}-M^k_{00}$ is a moment of the difference density.

Consider one channel, call its operator $\mu$ (real and symmetric in the eigenbasis $|n\rangle$ of the solute Hamiltonian $H_0$, with energies $E_n$ and $\omega=E_1-E_0$), and model the polarization as one oscillator:
$$H=H_0+\Omega\,b^\dagger b-g\,\mu\,(b+b^\dagger).$$
The Heisenberg equation is $i\dot b=\Omega b-g\mu$. With $x=b+b^\dagger$ and $p=i(b^\dagger-b)$, adding and subtracting this equation and its adjoint gives $\dot x=\Omega p$ and $\dot p=-\Omega x+2g\mu$, so $\ddot x=-\Omega^2x+2g\Omega\mu$. The field acting on the solute is $F=g\langle x\rangle$, which therefore obeys
$$\ddot F=\Omega^2\,(f\langle\mu\rangle-F),\qquad f=\frac{2g^2}{\Omega}.$$
A static moment produces $F=f\langle\mu\rangle$, which identifies $f$ with the cavity factor. A moment oscillating at frequency $w$ produces $F=f(w)\langle\mu\rangle$ with $f(w)=f\Omega^2/(\Omega^2-w^2)$. A static displacement $\langle b\rangle=\beta$ has $F=2g\beta$ and costs $\Omega\beta^2=\Omega F^2/4g^2=F^2/2f$.

## Slow and fast polarization

Let $\mu$ be diagonal for the moment. For solute state $n$, completing the square gives
$$H^{(n)}=E_n-\tfrac12f\mu_{nn}^2+\Omega\,(b^\dagger-\beta_n)(b-\beta_n),\qquad \beta_n=g\mu_{nn}/\Omega,$$
because $\Omega\beta_n^2=g^2\mu_{nn}^2/\Omega=\tfrac12f\mu_{nn}^2$. With $\Delta\mu=\mu_{11}-\mu_{00}$, so that $\mu_{11}^2-\mu_{00}^2=2\mu_{00}\Delta\mu+\Delta\mu^2$, the 0–0 line lies at $\omega-f\mu_{00}\Delta\mu-\tfrac12f\Delta\mu^2$. The intensity-weighted mean of all lines is, by completeness of the eigenstates of $H^{(1)}$, the average of $H^{(1)}-H^{(0)}=\omega-g\Delta\mu\,x$ in the initial oscillator state, where $\langle x\rangle=2\beta_0$. It equals $\omega-f\mu_{00}\Delta\mu$. The weight of the 0–0 line is the squared overlap of two coherent states, $e^{-S}$ with $S=(\beta_1-\beta_0)^2=f\Delta\mu^2/2\Omega$.

For $f=0.004$ bohr$^{-3}$, $\mu_{00}=1$ and $\mu_{11}=2\,e\,$bohr, the mean shift is $-0.00400$ and the 0–0 shift $-0.00600\,E_h$ at either frequency considered. A slow mode, $\Omega=0.0005\,E_h$, has $S=4$: the 0–0 line holds 0.018 of the intensity and the band sits around the mean. A fast mode, $\Omega=0.8\,E_h$, has $S=0.0025$: the 0–0 line holds 0.9975 of the intensity and is the observed line, the rest lying at least $\Omega$ higher. A slow mode therefore acts as a frozen field and a fast mode follows the final state. Write the static factor $f_s=f_l(\varepsilon_s)$ as a slow part $f_s-f_\infty$ plus the fast part $f_\infty=f_l(\varepsilon_\infty)$. The field after excitation is $(f_s-f_\infty)M_{00}+f_\infty M=f_sM_{00}+f_\infty(M-M_{00})$. In the model below the slow field is absorbed in $H_0$, $f$ denotes the fast factor, $\Omega>\omega$, and $\mu$ is a full matrix.

## What the state-specific recipe computes

For a product of a solute state and a displaced oscillator the energy is $\langle H_0\rangle-F\langle\mu\rangle+F^2/2f$. Making it stationary in the solute state gives an eigenvalue $E_n(F)$ of $H_0-F\mu$, so
$$G_n=\operatorname*{stat}_F\Big[E_n(F)+\frac{F^2}{2f}\Big],\qquad E_n(F)=E_n-F\mu_{nn}-\tfrac12\alpha_nF^2+\dots$$
Stationarity gives $F=f\mu_{nn}+O(f^2)$. The off-diagonal elements of $\mu$ enter first through the polarizability $\alpha_n$, whose term is of order $F^2\sim f^2$. Hence $G_n=E_n-f\mu_{nn}^2+\tfrac12f\mu_{nn}^2=E_n-\tfrac12f\mu_{nn}^2$ to first order, and
$$G_1-G_0-\omega=\underbrace{-f\mu_{00}\Delta\mu}_{\text{frozen}}\ \underbrace{-\tfrac12f\,\Delta\mu^2}_{\text{SS}}+O(f^2).$$
The first term is the change of the gap of $H_0-F_0\mu$ in the ground-state field $F_0=f\mu_{00}$. The factor $\tfrac12$ in the second is the work of repolarizing the medium. The transition moment $\mu_{01}$ is absent at this order.

## What the linear-response recipe computes

LR keeps the product form and lets it oscillate weakly about the ground state. Let $|m\rangle$ now be the eigenstates in the field $F_0$, with gaps $\tilde\omega_m$ above the lowest; $\tilde\omega_1=\omega-f\mu_{00}\Delta\mu+O(f^2)$ contains the frozen term. Write $F=F_0+\delta F(t)$ and $\psi\propto|0\rangle+\sum_mc_m|m\rangle$. The Schrödinger equation for the ratios $c_m$, to first order in the small quantities $c$ and $\delta F$, is
$$i\dot c_m=\tilde\omega_mc_m-\mu_{0m}\,\delta F,\qquad \delta\langle\mu\rangle=\sum_m\mu_{0m}(c_m+c_m^*).$$
The excited-state moment would enter through $\delta F\,(\mu_{11}-\mu_{00})\,c_1$ in the first equation and $|c_1|^2(\mu_{11}-\mu_{00})$ in the second. Both are quadratic in the amplitude and are removed by linearization. The population $|c_1|^2$ of the excited state is itself of second order, so at linear order the medium has no difference density to respond to.

The equation for $c_m$ has the form of the equation for $b$, so $u_m=c_m+c_m^*$ obeys $\ddot u_m=-\tilde\omega_m^2u_m+2\tilde\omega_m\mu_{0m}\delta F$. At frequency $w$ this gives $\delta\langle\mu\rangle=\alpha(w)\delta F$ with $\alpha(w)=\sum_m2\tilde\omega_m\mu_{0m}^2/(\tilde\omega_m^2-w^2)$. The medium answers with $\delta F=f(w)\,\delta\langle\mu\rangle$, and a free oscillation needs $f(w)\alpha(w)=1$. Split off the pole at $m=1$ and call the remaining, finite part $\alpha'$:
$$\tilde\omega_1^2-w^2=\frac{2\tilde\omega_1\mu_{01}^2f(w)}{1-f(w)\alpha'(w)}.$$
The denominator matters at order $f^2$. With $\tilde\omega_1^2-w^2\approx2\tilde\omega_1(\tilde\omega_1-w)$,
$$w-\omega=\underbrace{-f\mu_{00}\Delta\mu}_{\text{frozen}}\ \underbrace{-f(\omega)\,\mu_{01}^2}_{\text{LR}}+O(f^2).$$
If $\mu_{00}=0$ and $\mu_{01}$ is the sole element connecting the ground state to other states, then $F_0=0$ is a self-consistent field, $\alpha'=0$ there, and $w^2=\omega\,[\omega-2f(w)\mu_{01}^2]$ describes the mean-field oscillation about it at finite coupling. Near $F=0$ the functional is $F^2(1/2f-\mu_{01}^2/\omega)$ above $E_0$, so this solution is locally stable for $2f\mu_{01}^2<\omega$; beyond that, or when $\mu_{11}$ is large, the lowest mean-field solution can have $F_0\ne0$. LR-PCM with a constant $\varepsilon_\infty$ is the limit $\Omega\to\infty$, $f(\omega)\to f$.

The two corrections depend on independent matrix elements. At first order in $f$, setting $\mu_{01}=0$ removes LR and leaves SS; setting $\Delta\mu=0$ does the reverse. In the fast limit they coincide when $\mu_{01}^2=\tfrac12\Delta\mu^2$, a relation that nothing in the model enforces. This already refutes the belief.

## The full second-order shift

Now drop the product form. The coupling connects $|n\rangle|0_b\rangle$ to $|m\rangle|1_b\rangle$ with element $-g\mu_{nm}$ and energy cost $\Omega+E_m-E_n$, so
$$E_n^{(2)}=-g^2\sum_m\frac{\mu_{nm}^2}{\Omega+E_m-E_n}.$$
Order $g^2$ is order $f$. With several oscillators the intermediate states hold one quantum in one mode, so the contributions add over channels and over solvent frequencies. The term $m=n$ is $-g^2\mu_{nn}^2/\Omega=-\tfrac12f\mu_{nn}^2$, which is $G_n-E_n$. The diagonal terms of $E_1^{(2)}-E_0^{(2)}$ are thus frozen plus SS, and SS is a true and complete account of the electrostatic part at this order.

The terms $m\ne n$ change the solute state while exciting the medium, which is dispersion. For the excited state they include $m=0$, where the solute goes down as the medium goes up. For the ground state this is made explicit by the Casimir–Polder form. At imaginary frequency, $\alpha(iu)=\sum_m2\omega_m\mu_{0m}^2/(\omega_m^2+u^2)$ and $f(iu)=f\Omega^2/(\Omega^2+u^2)$, with $\omega_m=E_m-E_0$. Partial fractions and $\int_0^\infty du/(s^2+u^2)=\pi/2s$ give
$$\int_0^\infty\!\frac{du}{(s^2+u^2)(t^2+u^2)}=\frac{\pi}{2}\,\frac{1/s-1/t}{t^2-s^2}=\frac{\pi}{2st(s+t)}.$$
Each $m$ then contributes $\pi f\Omega\mu_{0m}^2/(\Omega+\omega_m)=2\pi g^2\mu_{0m}^2/(\Omega+\omega_m)$ to $\int\alpha f\,du$, so the ground-state dispersion energy is $-\frac1{2\pi}\int_0^\infty\alpha(iu)f(iu)\,du$.

The dispersion part of the shift is
$$D=-g^2\Big\{\frac{\mu_{01}^2}{\Omega-\omega}-\frac{\mu_{01}^2}{\Omega+\omega}+\sum_{m\ge2}\Big[\frac{\mu_{1m}^2}{\Omega+E_m-E_1}-\frac{\mu_{0m}^2}{\Omega+E_m-E_0}\Big]\Big\}.$$
The identity $\frac{g^2}{\Omega-\omega}+\frac{g^2}{\Omega+\omega}=\frac{2g^2\Omega}{\Omega^2-\omega^2}=f(\omega)$ writes LR as $-g^2\mu_{01}^2\big[\frac1{\Omega-\omega}+\frac1{\Omega+\omega}\big]$. Its first piece is a term of $D$: the excited solute hands its excitation virtually to the medium. Its second piece has the opposite sign to the corresponding term of $D$. Subtracting, $D=\text{LR}+R$ with
$$R=-g^2\Big\{\sum_{m\ge2}\Big[\frac{\mu_{1m}^2}{\Omega+E_m-E_1}-\frac{\mu_{0m}^2}{\Omega+E_m-E_0}\Big]-\frac{2\mu_{01}^2}{\Omega+\omega}\Big\}.$$
The full shift at order $f$ is frozen + SS + LR + $R$. LR is dispersion-like in that it is built from off-diagonal moments and is absent from the electrostatic terms, but it equals the dispersion shift only when $R=0$. $R$ is of the same order, appears in neither recipe, and, wherever it does not vanish, prevents frozen + SS + LR from being the full answer. When $\Omega$ is much larger than all solute gaps that carry moment, every $g^2/(\Omega+\dots)\to f/2$, and $\sum_{m\ne n}\mu_{nm}^2=\langle\mu^2\rangle_n-\mu_{nn}^2=\mathrm{Var}_n$, so $D\to-\tfrac12f(\mathrm{Var}_1-\mathrm{Var}_0)$ while $\text{LR}\to-f\mu_{01}^2$. For a molecule the sum reaches levels with gaps above the solvent absorption, so the condition $\omega\ll\Omega$, which suffices for the limit of LR, does not by itself justify the limit of $D$. As $\omega\to\Omega$ the expansion fails when $\mu_{01}\ne0$, because $|1\rangle|0_b\rangle$ and $|0\rangle|1_b\rangle$ become degenerate and mix at first order in $g$ through the element $-g\mu_{01}$.

## A three-level number

Take round model parameters $E=(0,\,0.25,\,0.60)\,E_h$, $\Omega=0.8\,E_h$, and $\mu_{00}=1.0$, $\mu_{11}=2.0$, $\mu_{22}=1.5$, $\mu_{01}=1.2$, $\mu_{02}=0.4$, $\mu_{12}=0.9\,e\,$bohr. Shifts divided by $f$, in $(e\,\text{bohr})^2$, use $g^2/f=\Omega/2$ and $f(\omega)/f=0.8^2/(0.8^2-0.25^2)=1.10823$:

- frozen $=-1.0\times1.0=-1.0000$, and SS $=-\tfrac12\times1.0^2=-0.5000$;
- LR $=-1.10823\times1.2^2=-1.5958$;
- $R=-\dfrac{0.8}{2}\Big[\dfrac{0.9^2}{0.8+0.60-0.25}-\dfrac{0.4^2}{0.8+0.60}-\dfrac{2\times1.2^2}{0.8+0.25}\Big]=+0.8611$;
- full $=-1.0000-0.5000-1.5958+0.8611=-2.2347$.

These formulas were tested to $10^{-4}$ against order-$f$ coefficients extrapolated from three independent calculations: self-consistent fields for SS, eigenfrequencies of the numerical Jacobian of the mean-field equations for LR, and diagonalization of $H$ for the full shift. The numerical output follows the text. With $\mu_{01}=0$, LR is zero, SS stays $-0.5000$ and $R=-0.2360$, so a dark state has a dispersion shift that LR misses. With $\mu_{11}=\mu_{00}$, SS is zero and LR stays $-1.5958$. At $\Omega=500\,E_h$, LR is $-1.4400$ and $D=-0.3255$, close to the limit $-\tfrac12(2.250-1.600)$.

## How much of LR survives

$R$ vanishes if upward transitions from $|1\rangle$ supply $2\mu_{01}^2/(\Omega+\omega)$ beyond the ground-state sum. A model shows when they do. Take $N$ independent two-level units of gap $\omega$, with $\mu=d\sum_k\sigma^x_k$ and the bright state $|1\rangle=N^{-1/2}\sum_k|k\rangle$, where $|k\rangle$ has unit $k$ excited. Then $\mu|0\rangle=d\sqrt N|1\rangle$, so $\mu_{01}^2=Nd^2$ and $\mu_{0m}=0$ for the other states. Raising a second unit gives $2dN^{-1/2}\sum_{k<l}|kl\rangle$, each pair being reached in two ways. Its squared norm is $(4d^2/N)\,N(N-1)/2=2(1-1/N)\mu_{01}^2$, at energy $\omega$ above $|1\rangle$. The coupling is symmetric under permutation of units and $|1\rangle$ is the one symmetric state of its level, so it does not mix with its degenerate dark partners. All diagonal moments vanish. Therefore $R=-g^2\mu_{01}^2[2(1-1/N)-2]/(\Omega+\omega)=2g^2\mu_{01}^2/[N(\Omega+\omega)]$, and dividing by $\text{LR}=-2g^2\Omega\mu_{01}^2/(\Omega^2-\omega^2)$,
$$\frac{D}{\text{LR}}=1-\frac{\Omega-\omega}{N\Omega}.$$
For $\omega=0.25$ and $\Omega=0.8\,E_h$ the ratio is 0.3125, 0.656, 0.771 and 0.828 for $N=1$ to 4, in agreement with diagonalization. For $N=1$ it is $\omega/\Omega$, so the true shift vanishes in the fast limit while LR does not. The deficit arises because a unit cannot be excited twice.

A harmonic solute, $\mu=\mu_{01}y$ with $y=c+c^\dagger$ bosonic, has no such blocking. Its Heisenberg equations, $\ddot y=-\omega^2y+2\omega g\mu_{01}x$ and $\ddot x=-\Omega^2x+2\Omega g\mu_{01}y$, are linear, and their determinant gives $(\omega^2-w^2)(\Omega^2-w^2)=4\omega\Omega g^2\mu_{01}^2=2\omega f\Omega^2\mu_{01}^2$. This is the LR equation, so LR is exact for this solute whenever $w^2>0$, that is $2f\mu_{01}^2<\omega$. At $f=0.02$ bohr$^{-3}$ and $\mu_{01}=1.2\,e\,$bohr, LR gives $0.216702\,E_h$, the diagonalized harmonic solute $0.216702\,E_h$, and the two-level solute, which has the same LR equation, $0.240301\,E_h$.

## Two molecules

The recipes were applied to formaldehyde (CO 2.28, CH 2.09 bohr, HCO 122°) and ethylene (CC 2.52, CH 2.05 bohr, HCC 121°), at rounded near-equilibrium geometries, with configuration interaction singles (CIS) on Hartree–Fock in the 6-31G basis. The sphere has $a=5.5$ bohr and is centred at the centroid of nuclear charge, $\varepsilon_s=80$ and $\varepsilon_\infty=2$ are model values, and $l=1,2$ are kept. The fast factors are $f_1=2.4042\times10^{-3}$ bohr$^{-3}$ and $f_2=7.4511\times10^{-5}$ bohr$^{-5}$. The ground state is self-consistent in $F_0=f_sM_{00}$. The states are the lowest singlet of formaldehyde ($n\to\pi^*$) and the brightest low singlet of ethylene ($\pi\to\pi^*$).

For LR, let $m^k_{ia}$ be the orbital integrals of $r^lC_{lm}$ and $x_{ia}$ the normalized CIS vector. The singlet combines two spin excitations with weight $1/\sqrt2$, so $M^k_{01}=-\sqrt2\sum x_{ia}m^k_{ia}$. The field responds to the density, so its kernel joins the Coulomb term $2(ia|jb)$ of the singlet matrix as $-2\sum_kf_km^k_{ia}m^k_{jb}$, whose expectation value is $-\sum_kf_k(M^k_{01})^2$.

For SS, the slow field is fixed and the fast cost is $(f_\infty M_{00}+\delta F)^2/2f_\infty=\text{const}+M_{00}\delta F+\delta F^2/2f_\infty$ per channel. With $E_1(F_0+\delta F)=E_1(F_0)-M_{11}\delta F-\tfrac12\alpha_1\delta F^2$, the quantity to make stationary is $-\Delta M\,\delta F+\tfrac12(1/f_\infty-\alpha_1)\delta F^2$. For one channel this gives $\delta F=f_\infty\Delta M/(1-f_\infty\alpha_1)$ and the value $-\tfrac12f_\infty\Delta M^2/(1-f_\infty\alpha_1)$. Here $M_{11}=-\partial E_1/\partial F$ and, Hartree–Fock being variational, $M_{00}=-\partial E_0/\partial F$, so $\Delta M=-\partial\omega/\partial F$ is the orbital-relaxed moment.

Symmetry decides the leading terms. For nondegenerate states the difference density is totally symmetric, while the transition density carries the symmetry of the excited state. An $A_2$ state in $C_{2v}$ has no transition dipole but allows the quadrupole $xy$. In centrosymmetric ethylene a dipole-allowed transition density is odd, with no $l=2$ moment, and the difference density is even, with no dipole. The computed zeros match this.

Formaldehyde, with $\omega=0.158333\,E_h$ (4.31 eV) in the gas phase and a frozen shift of $+3.85\times10^{-3}\,E_h$:
$$\text{LR}=-7.4511\times10^{-5}\times0.9773=-7.28\times10^{-5}\,E_h,$$
$$\text{SS}=-\tfrac12\,(2.4042\times10^{-3}\times0.2380+7.4511\times10^{-5}\times4.7454)=-4.63\times10^{-4}\,E_h.$$
Ethylene, with $\omega=0.319727\,E_h$ (8.70 eV) and a frozen shift of $+1.04\times10^{-4}\,E_h$:
$$\text{LR}=-2.4042\times10^{-3}\times3.0716=-7.38\times10^{-3}\,E_h,$$
$$\text{SS}=-\tfrac12\times7.4511\times10^{-5}\times0.8498=-3.17\times10^{-5}\,E_h.$$
Solved without expansion in $f_\infty$, formaldehyde has LR $=-7.29\times10^{-5}$ and SS $=-4.75\times10^{-4}\,E_h$ ($-0.002$ and $-0.013$ eV), and ethylene has LR $=-7.74\times10^{-3}$ and SS $=-3.19\times10^{-5}\,E_h$ ($-0.21$ and $-0.001$ eV). Scaling $f_\infty$ by 1 and $\tfrac12$ and extrapolating recovers each first-order value within a tested 2% of that value. The full SS values lie a few percent or less below the first-order ones, as $1/(1-f_\infty\alpha_1)$ requires for positive $\alpha_1$.

With $l=1,2$ kept, the ratio LR/SS is 0.15 for formaldehyde and about 240 for ethylene, with the same cavity, medium and electronic method. In these CIS calculations higher orders in $f_\infty$ change each term by about 5% of itself at most, which cannot close either gap. With unrelaxed CIS densities SS becomes $-9.93\times10^{-4}$ and $-7.15\times10^{-5}\,E_h$, slightly more than twice the relaxed values, so the choice of density matters for SS, but the order of the two terms stays reversed between the molecules.

These values illustrate the structure and are not solvent shifts to set against spectra. They omit electron correlation, diffuse and polarization functions, de-excitation amplitudes, the cavity shape and charge outside the sphere. Convergence in $l$ is not established for either molecule: the $l=2$ part of the formaldehyde SS term is of the same order as the $l=1$ part, and for ethylene $l=2$ is the only SS contribution kept, while symmetry also allows $l=4$. The ratio of about 240 therefore belongs to this truncation and is not a converged value. $R$ was not computed for the molecules, so the fraction of the $-0.21$ eV for ethylene that survives in the full dispersion shift is left open: the $N$-unit model shows that it depends on the upward transitions of the excited state.

## Computed results

```
displaced mode: f = 0.004 bohr^-3, mu00 = 1.0, mu11 = 2.0 e bohr
 W = 0.0005 Eh: S = 4.0000, mean -0.00400 Eh, 0-0 -0.00600 Eh, weight 0.0183
 W = 0.8 Eh: S = 0.0025, mean -0.00400 Eh, 0-0 -0.00600 Eh, weight 0.9975
three levels: E = [0.0, 0.25, 0.6] Eh, W = 0.8 Eh, f(w)/f = 1.10823
 mu rows (e bohr) = [[1.0, 1.2, 0.4], [1.2, 2.0, 0.9], [0.4, 0.9, 1.5]]
 shift/f in (e bohr)^2: frozen, SS, LR, R, full, ground dispersion
 general: -1.0000 -0.5000 -1.5958 0.8611 -2.2347 -0.5943
 mu01=0: -1.0000 -0.5000 0.0000 -0.2360 -1.7360 -0.0457
 mu11=mu00: -0.0000 0.0000 -1.5958 0.8611 -0.7347 -0.5943
 W = 500.0 Eh: LR/f -1.4400, dispersion/f -0.3255, Var0 1.600, Var1 2.250
N units: w = 0.25 Eh, W = 0.8 Eh, mu01 = 1.2 e bohr; dispersion shift / LR
 N = 1: 0.3125
 N = 2: 0.6562
 N = 3: 0.7708
 N = 4: 0.8281
 f = 0.02 bohr^-3: LR 0.216702, harmonic 0.216702, two-level 0.240301 Eh
cavity: a = 5.5 bohr, eps_s = 80.0, eps_inf = 2.0
 f1 static 5.8985e-03, fast 2.4042e-03 bohr^-3
 f2 static 1.9459e-04, fast 7.4511e-05 bohr^-5
formaldehyde n-pi*: CO 2.28, CH 2.09 bohr, HCO 122.0 deg
 ground dipole: gas 1.1850, solvated 1.3316 e bohr
 w gas 0.158333 Eh (4.308 eV), w frozen 0.162178 Eh
 frozen shift 3.846e-03 Eh (0.1046 eV)
 M01^2: l=1 0.0000 e^2 bohr^2, l=2 0.9773 e^2 bohr^4
 dM^2:  l=1 0.2380 e^2 bohr^2, l=2 4.7454 e^2 bohr^4
 LR first order -7.282e-05, full -7.288e-05 Eh (-0.0020 eV)
 SS first order -4.629e-04, full -4.751e-04 Eh (-0.0129 eV)
 SS unrelaxed -9.930e-04 Eh; LR/SS = 0.153
ethylene pi-pi*: CC 2.52, CH 2.05 bohr, HCC 121.0 deg
 ground dipole: gas 0.0000, solvated 0.0000 e bohr
 w gas 0.319727 Eh (8.700 eV), w frozen 0.319831 Eh
 frozen shift 1.040e-04 Eh (0.0028 eV)
 M01^2: l=1 3.0716 e^2 bohr^2, l=2 0.0000 e^2 bohr^4
 dM^2:  l=1 0.0000 e^2 bohr^2, l=2 0.8498 e^2 bohr^4
 LR first order -7.385e-03, full -7.736e-03 Eh (-0.2105 eV)
 SS first order -3.166e-05, full -3.193e-05 Eh (-0.0009 eV)
 SS unrelaxed -7.146e-05 Eh; LR/SS = 242.260
```
